\section*{Field gradient at a curved equipotential junction and its edge termination, part 1}

(Sections cited here and not found follow in the second part.)

\section{The local law at a smooth equipotential}

\subsection{What symmetry and dimensions allow}

Let $S$ be a smooth surface on which the electrostatic potential $\phi$ is constant, and let $\mathbf n$ be its unit normal. The field $\mathbf E=-\nabla\phi$ has no component along $S$, because $\phi$ does not change along $S$. At the surface it is therefore described by one number, $E_n=\mathbf n\cdot\mathbf E$. The question is how fast $E_n$ changes along the normal.

Suppose that the gradient $\partial E_n/\partial n$ at a point depends only on the local values of $\rho/\varepsilon$ and $E_n$ and on the two principal curvatures $\kappa_1,\kappa_2$ of $S$. Here $\rho$ is the charge density and $\varepsilon$ the permittivity. If two potentials are each constant on the same $S$, so is their sum, and their charges, fields and gradients add. For a given $S$ the gradient must then be linear in $\rho/\varepsilon$ and $E_n$.

Both $\partial E_n/\partial n$ and $\rho/\varepsilon$ are fields divided by lengths. The coefficient of $\rho/\varepsilon$ is thus a pure number, and that of $E_n$ is an inverse length. If the coefficients are smooth functions of the curvatures, including at zero curvature, the first must be a constant and the second must be linear in $\kappa_1$ and $\kappa_2$. Nothing distinguishes one principal direction from the other, so the curvatures enter through their sum:
\begin{equation}
\frac{\partial E_n}{\partial n}=a\,\frac{\rho}{\varepsilon}+b\,(\kappa_1+\kappa_2)E_n .
\label{eq:form}
\end{equation}

Two simple cases fix the numbers. In a uniformly charged slab the curvatures vanish and Gauss's law gives $\partial E_n/\partial n=\rho/\varepsilon$, so $a=1$. Around a point charge $E_n\propto 1/r^2$, hence $\partial E_n/\partial r=-2E_n/r$. If the curvature of a sphere is counted as $+1/r$ for the outward normal, the sum is $2/r$, and $b=-1$. This argument rests on the supposed local dependence. The derivation below removes that supposition.

\subsection{Conventions for the normal and the curvatures}

The normal $\mathbf n$ points out of the heavily doped region and into the lightly doped one, called the drift region. Take a point $P$ on $S$ as origin. Let the $w$ axis lie along $\mathbf n$, and the $u$ and $v$ axes along the principal directions of $S$ at $P$. Near $P$ the surface is the graph $w=h(u,v)$ with
\begin{equation}
h(u,v)=-\tfrac12\left(\kappa_1u^2+\kappa_2v^2\right)+\text{terms of third order}.
\label{eq:height}
\end{equation}
There are no linear terms because the $u$ and $v$ axes are tangent to $S$. There is no $uv$ term because they are principal directions. The minus sign is the convention: a curvature is positive where the surface bends away from $\mathbf n$.

For a sphere of radius $R$ with outward normal,
\begin{equation}
h=\sqrt{R^2-u^2-v^2}-R\simeq-\frac{u^2+v^2}{2R},
\label{eq:spherecheck}
\end{equation}
and comparison with \eqref{eq:height} gives $\kappa_1=\kappa_2=1/R$. A circular cylinder has curvatures $1/R$ and $0$. The sum $\kappa_1+\kappa_2$ is twice the mean curvature when the latter is defined as the average of the two.

\subsection{Two tangential derivatives from the shape of the surface}

On $S$ the potential has a constant value $\phi_S$:
\begin{equation}
\phi\bigl(u,v,h(u,v)\bigr)=\phi_S .
\label{eq:constant}
\end{equation}
Assume that the second derivatives of $\phi$ are continuous up to $S$ from the side on which the gradient is wanted. All derivatives below are limits from that side. Subscripts on $\phi$ and $h$ denote partial derivatives.

One differentiation of \eqref{eq:constant} with respect to $u$, by the chain rule, gives
\begin{equation}
\phi_u+\phi_w h_u=0 .
\label{eq:first}
\end{equation}
A second differentiation must act on $\phi_u$, on $\phi_w$ and on $h_u$. The first two depend on $u$ both directly and through $h$:
\begin{equation}
\left(\phi_{uu}+\phi_{uw}h_u\right)+\left(\phi_{wu}+\phi_{ww}h_u\right)h_u+\phi_w h_{uu}=0 .
\label{eq:second}
\end{equation}
At $P$, \eqref{eq:height} gives $h_u=0$ and $h_{uu}=-\kappa_1$. Three of the five terms vanish, and
\begin{equation}
\phi_{uu}=\kappa_1\phi_w .
\label{eq:phiuu}
\end{equation}
The same steps in $v$ give $\phi_{vv}=\kappa_2\phi_w$.

The field components are $E_u=-\phi_u$, $E_v=-\phi_v$ and $E_n=-\phi_w$. Therefore
\begin{equation}
\frac{\partial E_u}{\partial u}=-\phi_{uu}=-\kappa_1\phi_w=\kappa_1E_n,
\qquad
\frac{\partial E_v}{\partial v}=\kappa_2E_n .
\label{eq:tangential}
\end{equation}
The tangential components vanish at $P$, but their derivatives do not. A step along the $u$ axis leaves the curved surface, and the field there is slightly tilted. On a convex surface with $E_n>0$ the field lines fan out, and both derivatives are positive.

\subsection{Gauss's law supplies the third derivative}

For uniform, isotropic permittivity, Gauss's law for any volume $\Omega$ on the chosen side reads
\begin{equation}
\varepsilon\oint_{\partial\Omega}\mathbf E\cdot d\mathbf A=\int_\Omega\rho\,dV .
\label{eq:gaussint}
\end{equation}
The divergence theorem turns the left side into $\varepsilon\int_\Omega\nabla\cdot\mathbf E\,dV$. Since $\Omega$ is arbitrary, the integrands agree wherever they are continuous:
\begin{equation}
\frac{\partial E_u}{\partial u}+\frac{\partial E_v}{\partial v}+\frac{\partial E_w}{\partial w}=\frac{\rho}{\varepsilon}.
\label{eq:gaussdiff}
\end{equation}
At $P$ the last derivative on the left is $\partial E_n/\partial n$. Insertion of \eqref{eq:tangential} gives
\begin{equation}
\boxed{\;\frac{\partial E_n}{\partial n}=\frac{\rho}{\varepsilon}-(\kappa_1+\kappa_2)E_n\;}
\label{eq:law}
\end{equation}
which is \eqref{eq:form} with $a=1$ and $b=-1$.

The derivation used the shape of one equipotential, $S$ itself. It did not require neighbouring equipotentials to be parallel or concentric with it, nor the charge to be uniform. The law is local, but it does not determine $E_n$. That value follows from the whole device and its applied voltage.

In \eqref{eq:law} the derivative is that of $E_w$ along a straight normal. Where $E_n\ne0$, one may instead define $\mathbf n(\mathbf x)$ off the surface as the normal of the equipotential through each point. The product rule gives
\begin{equation}
(\mathbf n\cdot\nabla)(\mathbf n\cdot\mathbf E)
=\mathbf n\cdot(\mathbf n\cdot\nabla)\mathbf E+\mathbf E\cdot(\mathbf n\cdot\nabla)\mathbf n .
\label{eq:twodefs}
\end{equation}
Because $\mathbf E=E_n\mathbf n$, the last term is $E_n\,\mathbf n\cdot(\mathbf n\cdot\nabla)\mathbf n=\tfrac12E_n(\mathbf n\cdot\nabla)(\mathbf n\cdot\mathbf n)$. It vanishes because $\mathbf n\cdot\mathbf n=1$. The two definitions give the same first derivative.

\subsection{The curvature term as the widening of a flux tube}

Consider a small rectangular patch of $S$ with sides $\delta s_1$ and $\delta s_2$ along the principal directions. The normals at the two ends of the first side differ in direction by the angle $\kappa_1\delta s_1$. After an advance $dn$ along the normals that side has length $\delta s_1(1+\kappa_1dn)$, and the other has length $\delta s_2(1+\kappa_2dn)$. To first order in $dn$ the area $A=\delta s_1\delta s_2$ obeys
\begin{equation}
\frac1A\frac{dA}{dn}=\kappa_1+\kappa_2 .
\label{eq:area}
\end{equation}
Field lines leave $S$ along its normals, so a tube of field lines has this same first-order growth. No flux crosses its sides. Gauss's law for a slice of the tube is $d(E_nA)=(\rho/\varepsilon)A\,dn$, or
\begin{equation}
\frac{dE_n}{dn}+\frac{E_n}{A}\frac{dA}{dn}=\frac{\rho}{\varepsilon},
\label{eq:tube}
\end{equation}
and \eqref{eq:area} returns \eqref{eq:law}. The charge term changes the flux in the tube. The curvature term spreads the flux over a different area and acts even where there is no charge.

At a saddle with $\kappa_1=-\kappa_2$ the tube widens in one direction as fast as it narrows in the other. The curvature term is then zero although the surface is not flat.

\subsection{Signs at a reverse-biased junction}

Reversing $\mathbf n$ changes the sign of $E_n$, of both curvatures and of $\partial/\partial n$. The left side of \eqref{eq:law} then changes sign twice, as does the product $(\kappa_1+\kappa_2)E_n$, and $\rho$ is unaffected. The law therefore holds for either normal, provided that curvature and field refer to the same one.

In a reverse-biased p$^+$n junction the depleted n side contains ionized donors of density $N_D$, so $\rho=+qN_D$ with $q$ the elementary charge. The field points from these donors toward the p$^+$ region, against $\mathbf n$. With $F=|\mathbf E|$ one has $E_n=-F$, and \eqref{eq:law} becomes
\begin{equation}
-\frac{dF}{dn}=\frac{qN_D}{\varepsilon}+(\kappa_1+\kappa_2)F,
\qquad
\frac{dF}{dn}=-\frac{qN_D}{\varepsilon}-(\kappa_1+\kappa_2)F .
\label{eq:magnitude}
\end{equation}
On a convex junction both terms reduce the field strength with distance. On a concave junction they compete. If
\begin{equation}
\kappa_1+\kappa_2<-\frac{qN_D}{\varepsilon F},
\label{eq:concave}
\end{equation}
the field strength rises on leaving the junction. If it falls to zero at a depletion edge farther along that normal, its maximum lies between the junction and that edge. In a fully depleted layer the maximum may instead lie at the far contact.

The density $\rho$ jumps at the junction, from $-qN_A$ on the acceptor side to $+qN_D$ on the donor side. A thin box across $S$ encloses a charge that vanishes with its thickness, so $E_n$ is continuous if there is no sheet charge. Both sides share the same curvatures. Subtracting \eqref{eq:law} on the two sides gives
\begin{equation}
\left.\frac{\partial E_n}{\partial n}\right|_{\rm n}-\left.\frac{\partial E_n}{\partial n}\right|_{\rm p}=\frac{q(N_D+N_A)}{\varepsilon}.
\label{eq:jump}
\end{equation}
The gradient at the junction must therefore be quoted with its side. Here it is the drift side.

\subsection{When the junction is not quite an equipotential}

A metallurgical junction is an equipotential in the limit $N_A\gg N_D$, in which the p$^+$ side supports a negligible voltage. For finite $N_A$ let the potential on $S$ be $\phi_S(u,v)$ instead of a constant. Two differentiations of \eqref{eq:constant} now leave $\partial^2\phi_S/\partial u^2$ on the right side of \eqref{eq:second}, so that $\phi_{uu}=\kappa_1\phi_w+\partial^2\phi_S/\partial u^2$. With the same change in $v$, \eqref{eq:gaussdiff} gives
\begin{equation}
\frac{\partial E_n}{\partial n}=\frac{\rho}{\varepsilon}-(\kappa_1+\kappa_2)E_n+\frac{\partial^2\phi_S}{\partial u^2}+\frac{\partial^2\phi_S}{\partial v^2}.
\label{eq:nonequi}
\end{equation}
A uniform shift of the junction potential does no harm. A variation along the junction changes the gradient unless the sum of these two second derivatives vanishes.

\subsection{Graded and anisotropic permittivity}

If $\varepsilon$ varies in space, Gauss's law is $\nabla\cdot(\varepsilon\mathbf E)=\varepsilon\nabla\cdot\mathbf E+\mathbf E\cdot\nabla\varepsilon=\rho$. At an equipotential $\mathbf E\cdot\nabla\varepsilon=E_n\,\partial\varepsilon/\partial n$, so the right side of \eqref{eq:law} acquires the extra term $-E_n\,\partial(\ln\varepsilon)/\partial n$.

In a uniaxial crystal the permittivity is $\varepsilon_\parallel$ along the $c$ axis and $\varepsilon_\perp$ across it. Let $c$ be vertical, and consider a point where the junction normal is horizontal and the principal directions are horizontal and vertical, with curvatures $\kappa_h$ and $\kappa_v$. Equations \eqref{eq:tangential} come from geometry alone and still hold. Gauss's law for the displacement gives
\begin{equation}
\varepsilon_\perp\frac{\partial E_n}{\partial n}+\varepsilon_\perp\kappa_hE_n+\varepsilon_\parallel\kappa_vE_n=\rho ,
\label{eq:anisogauss}
\end{equation}
and division by $\varepsilon_\perp$ yields
\begin{equation}
\frac{\partial E_n}{\partial n}=\frac{\rho}{\varepsilon_\perp}-\left(\kappa_h+\frac{\varepsilon_\parallel}{\varepsilon_\perp}\kappa_v\right)E_n .
\label{eq:aniso}
\end{equation}
For $\varepsilon_\parallel=\varepsilon_\perp$ this is \eqref{eq:law} again.

\section{Curved edges of a power diode}

\subsection{Symbols and results carried over}

The normal $\mathbf n$ points from the p$^+$ region into the n-type drift region, $E_n$ is the field component along it, and $F=|\mathbf E|=-E_n$ under reverse bias. The principal curvatures $\kappa_1,\kappa_2$ are positive for a convex p$^+$ region. The depleted drift region has charge density $qN_D$ and permittivity $\varepsilon$. With the abbreviation $g=qN_D/\varepsilon$, the law on the drift side of an equipotential junction is
\begin{equation}
\frac{\partial E_n}{\partial n}=g-(\kappa_1+\kappa_2)E_n=g+(\kappa_1+\kappa_2)F .
\label{eq:recall}
\end{equation}

The local law now gives the normal gradient of the field at an equipotential junction from the charge density, the permittivity, the curvatures and the field there, but it does not determine that field. It remains to integrate the law for concentric junctions to obtain voltages, and to apply it to the curved edges of a power diode.
